# Ground Level of a Silicon Electron in a Triangular Interface Well

## Problem

A silicon channel lies under a gate insulator. The interface is a (100) plane at $z=0$, with silicon at $z>0$. The field in the silicon has the uniform magnitude $F=1.00\times10^{8}$ V/m (1 MV/cm) and pushes electrons against the interface. Treat the insulator as an impenetrable wall. Each conduction valley of silicon has longitudinal mass $0.916\,m_e$ and transverse mass $0.19\,m_e$. Find the lowest electron energy, measured from the conduction-band edge at the interface, on the silicon side.

## A tempting solution

The potential energy is $eFz$ for $z>0$, with $e>0$ the elementary charge. The ground energy of a particle of mass $m$ in such a well is

$$E_0=2.338\left[\frac{\hbar^2(eF)^2}{2m}\right]^{1/3}.$$

Current flows along the channel, so the longitudinal mass seems to belong to motion along the channel. Confinement acts across the channel, so the transverse mass seems to belong in the formula. With $m=0.19\,m_e$ the result is

$$E=4.72\times10^{-20}\ \text{J}=0.295\ \text{eV}.$$

## Where it fails

The formula is right, as will be shown, but the mass is wrong. "Longitudinal" and "transverse" refer to the long axis of a valley in momentum space. They say nothing about the direction of the current.

Silicon has six equivalent valleys, two on each cubic axis. Let $z$ be the cubic axis normal to the interface. Near the minimum $k_0$ of a valley on this axis, the energy above the band edge is

$$\frac{\hbar^2(k_x^2+k_y^2)}{2(0.19\,m_e)}+\frac{\hbar^2(k_z-k_0)^2}{2(0.916\,m_e)} .$$

The mass for motion along $z$ is therefore the longitudinal one. For the four valleys on the $x$ and $y$ axes it is the transverse one. The tempting solution has found the lowest level of these four valleys. That level exists, but it is the ground level only if the other two valleys have nothing lower. Since the formula varies as $m^{-1/3}$, they do: a heavier particle pays less kinetic energy for being confined.

## The right solution

### The equation across the well

Take a valley on the $z$ axis and set $m=0.916\,m_e$. Its mass axes are aligned with the interface, so there is no term mixing $k_z$ with $k_x$ or $k_y$. The envelope function is a plane wave in $x$ and $y$ times $\psi(z)$, and the in-plane energy simply adds. It is zero for the lowest state. What remains is

$$-\frac{\hbar^2}{2m}\frac{d^2\psi}{dz^2}+eFz\,\psi=E\psi,\qquad \psi(0)=0,\qquad \psi\to0\ \text{as}\ z\to\infty .$$

Confinement to a length $l$ costs kinetic energy of order $\hbar^2/(2ml^2)$ and potential energy of order $eFl$. Setting the two equal defines the natural length and energy:

$$l=\left[\frac{\hbar^2}{2m\,eF}\right]^{1/3},\qquad \varepsilon=eFl=\left[\frac{\hbar^2(eF)^2}{2m}\right]^{1/3}.$$

Put $z=l(x+E/\varepsilon)$. Then $eFz=\varepsilon x+E$, and the two terms with $E$ cancel. The kinetic prefactor becomes $\hbar^2/(2ml^2)=\varepsilon$. Division by $\varepsilon$ leaves

$$\frac{d^2\psi}{dx^2}=x\,\psi .$$

The wall is now at $x=-E/\varepsilon$. The energy has moved from the equation into the boundary condition.

### The solution that decays

Consider the function

$$\mathrm{Ai}(x)=\frac{1}{2\pi i}\int_C e^{t^3/3-xt}\,dt,$$

where $C$ comes from infinity along the ray $t=q\,e^{-i\pi/3}$ to the origin and leaves along $t=q\,e^{i\pi/3}$, with $q\ge0$. On both rays $t^3=-q^3$, so the integral converges. Two derivatives with respect to $x$ bring down $t^2$, and therefore

$$\mathrm{Ai}''-x\,\mathrm{Ai}=\frac{1}{2\pi i}\int_C (t^2-x)\,e^{t^3/3-xt}dt=\frac{1}{2\pi i}\int_C\frac{d}{dt}\,e^{t^3/3-xt}\,dt=0 ,$$

because the exponential vanishes at both ends.

For $x>0$ the path may be moved to the vertical line $t=\sqrt x+iu$. The integrand has no singularities. On a horizontal piece $t=s+iu$ joining the line to a ray at large $|u|$, where $\sqrt x\le s\le|u|/\sqrt3$, the real part of the exponent is $s^3/3-su^2-xs\le-\tfrac89\sqrt x\,u^2$, so these pieces contribute nothing in the limit. On the line,

$$\frac{t^3}{3}-xt=-\frac23x^{3/2}-\sqrt x\,u^2-\frac{i u^3}{3},$$

since the terms $\pm ixu$ cancel. Taking absolute values and doing the Gaussian integral gives

$$|\mathrm{Ai}(x)|\le\frac{e^{-2x^{3/2}/3}}{2\sqrt\pi\,x^{1/4}} .$$

So Ai decays. We also need to know that no other solution does. For any real solution $y$,

$$(y^2)''=2y'^2+2x\,y^2\ge0\qquad (x\ge0),$$

so $y^2$ is convex there. A convex, non-negative function that tends to zero cannot increase anywhere. If it is zero at some point, it is zero from there on. Now let $y$ be a decaying solution. The combination $y-[y(0)/\mathrm{Ai}(0)]\,\mathrm{Ai}$ decays and vanishes at $x=0$, so it vanishes identically. Hence $y$ is a multiple of Ai. The same argument shows that Ai has no zero at $x\ge0$, given $\mathrm{Ai}(0)\neq0$, which the next step establishes.

The allowed energies are thus all the solutions of $\mathrm{Ai}(-E/\varepsilon)=0$. If $a_1<0$ is the zero nearest the origin, the ground energy is

$$E_0=|a_1|\,\varepsilon .$$

### The first zero

At $x=0$ the two rays give

$$\mathrm{Ai}(0)=\frac{e^{i\pi/3}-e^{-i\pi/3}}{2\pi i}\int_0^\infty e^{-q^3/3}dq=\frac{\sqrt3}{2\pi}\,3^{-2/3}\,\Gamma(\tfrac13),$$

$$\mathrm{Ai}'(0)=-\frac{e^{2i\pi/3}-e^{-2i\pi/3}}{2\pi i}\int_0^\infty q\,e^{-q^3/3}dq=-\frac{\sqrt3}{2\pi}\,3^{-1/3}\,\Gamma(\tfrac23).$$

Both integrals follow from $s=q^3/3$, for which $q=(3s)^{1/3}$ and $dq=(3s)^{-2/3}ds$. The ratio is

$$\frac{\mathrm{Ai}'(0)}{\mathrm{Ai}(0)}=-r,\qquad r=\frac{3^{1/3}\Gamma(2/3)}{\Gamma(1/3)}=0.729011 .$$

Next insert $\sum c_nx^n$ into $y''=xy$. Equal powers require $c_2=0$ and $(n+3)(n+2)c_{n+3}=c_n$. There are two independent series, $f=\sum f_k$ starting with $f_0=1$ and $g=\sum g_k$ starting with $g_0=x$:

$$f_k=\frac{x^3}{3k(3k-1)}f_{k-1},\qquad g_k=\frac{x^3}{3k(3k+1)}g_{k-1}.$$

Matching value and slope at the origin gives $h(x)\equiv\mathrm{Ai}(x)/\mathrm{Ai}(0)=f(x)-r\,g(x)$. At $x=-2.34$ the first terms are

$$f=1-2.135484+0.912058-0.162307+0.015755-\dots=-0.370900,$$

$$g=-2.340000+2.498516-0.762220+0.108514-\dots=-0.503644,$$

so that

$$h(-2.34)=-0.370900+0.729011\times0.503644=-0.003738 .$$

In the same way $h(-2.33)=-0.361372+0.729011\times0.517666=0.016012$. The sign changes, so a zero lies between. A straight line through the two values puts it at

$$a_1\simeq-2.34+0.01\times\frac{0.003738}{0.003738+0.016012}=-2.3381 .$$

The full series gives $-2.338107$.

This must be the first zero, or we would have an excited level. Since $h$ is positive at $x=0$ and at $x=-2.33$, and changes sign at each zero, any zeros between these points come in an even number. Suppose $a<b$ are two neighbouring ones, with $h>0$ between them (otherwise reverse its sign). Let $k^2=2.33$ and $S=\sin k(x-a)$. If $b-a\le\pi/k$, then $S>0$ inside the interval, and

$$(h'S-hS')'=h''S-hS''=(k^2-|x|)\,hS>0 .$$

Integrated from $a$ to $b$, the left side is $h'(b)S(b)$, because $h(a)=h(b)=S(a)=0$. But $h'(b)<0$ and $S(b)\ge0$, so this cannot be positive. The zeros are therefore more than $\pi/\sqrt{2.33}=2.058$ apart, which puts $b$ between $-0.272$ and $0$. There $f>1-|x|^3/6>0.99$ and $g<0$, so $h>0$: a contradiction. The same spacing argument, with $2.34$ for $2.33$, allows a single zero between $-2.34$ and $-2.33$.

### The numbers

The mass is $m=0.916\times9.10938\times10^{-31}=8.3442\times10^{-31}$ kg, and the force is $eF=1.60218\times10^{-11}$ N. Then

$$\varepsilon^3=\frac{(1.05457\times10^{-34})^2(1.60218\times10^{-11})^2}{2\times8.3442\times10^{-31}}=1.7106\times10^{-60}\ \text{J}^3,$$

so $\varepsilon=1.1960\times10^{-20}$ J and $l=\varepsilon/(eF)=7.465\times10^{-10}$ m. Finally

$$E_0=2.3381\times1.1960\times10^{-20}=2.796\times10^{-20}\ \text{J}=0.1745\ \text{eV}.$$

Rounded to two figures, the ground level of this idealized well lies 0.17 eV above the interface band edge. Diagonalizing the original equation on a grid, with no Airy functions, gives the same $2.796\times10^{-20}$ J.

The four other valleys start higher by the factor $(0.916/0.19)^{1/3}=1.689$, at the 0.295 eV found first. The gap is about 0.12 eV. Confinement has split valleys that share one band edge in the bulk.

## Where the electron sits

The density $u=\psi^2$ gives the mean distance from the wall and, as will be needed below, the mean square distance. Differentiating $u$ three times with $\psi''=x\psi$ gives

$$u'=2\psi\psi',\qquad u''=2\psi'^2+2xu,\qquad u'''=4xu'+2u .$$

Let $w=x-a_1=z/l$ be the scaled distance from the wall, and normalize $\int u\,dw=1$. At the wall $u=u'=0$. Multiply the last equation by $w$ and integrate. By parts, the left side is $-\int u''dw=u'(a_1)=0$. On the right, with $x=w+a_1$,

$$4\int(w^2+a_1w)u'\,dw+2\langle w\rangle=-8\langle w\rangle-4a_1+2\langle w\rangle ,$$

so $\langle w\rangle=\tfrac23|a_1|$. Multiplying by $w^2$ instead makes the left side $2\int u'dw=0$, and

$$0=-12\langle w^2\rangle-8a_1\langle w\rangle+2\langle w^2\rangle\quad\Rightarrow\quad\langle w^2\rangle=\tfrac45|a_1|\langle w\rangle=\tfrac{8}{15}a_1^2 .$$

In ordinary units, since $|a_1|l=E_0/(eF)$,

$$\langle z\rangle=\frac{2E_0}{3eF}=\frac{2\times2.796\times10^{-20}}{3\times1.602\times10^{-11}}=1.16\times10^{-9}\ \text{m}.$$

The potential energy $eF\langle z\rangle$ is two thirds of $E_0$, and the kinetic energy is one third. A classical electron at the band edge would rest against the interface with neither.

This distance also measures how the level responds to the gate. From $E_0\propto F^{2/3}$ it follows that $dE_0/dF=2E_0/(3F)=e\langle z\rangle$. When the uniform field grows by $dF$, the level rises from the interface edge as if the electron were a point charge at depth $\langle z\rangle$. For the level to coincide with the Fermi level, the band edge at the interface must be pulled $E_0$ below the Fermi level. The gate has to supply this extra band bending.

## How far the idealizations matter

### A barrier of finite height

Replace the wall by a flat barrier of height $U=5.0\times10^{-19}$ J and mass $m_b=0.50\,m_e$, round values chosen for illustration. In the barrier the decaying solution is $e^{\kappa z}$ with

$$\kappa=\frac{\sqrt{2m_b(U-E)}}{\hbar}\simeq6.22\times10^{9}\ \text{m}^{-1},$$

evaluated at $E=E_0$. For a position-dependent mass we adopt the usual kinetic operator $-\tfrac{\hbar^2}{2}\frac{d}{dz}\frac1m\frac{d}{dz}$, which requires both $\psi$ and $\psi'/m$ to be continuous. This matching rule is a model choice; the effective-mass equation does not fix it at an interface between two different materials. Thus $\kappa\psi(0)/m_b=\psi'(0^+)/m$, or

$$\psi(0)=\delta\,\psi'(0^+),\qquad\delta=\frac{m_b}{m\kappa}=8.78\times10^{-11}\ \text{m}.$$

In the well $\psi$ is still Ai. Write $E=E_0-\varepsilon s$, which places the interface at $x=a_1+s$, and let $d=\delta/l=0.118$. The condition is $\mathrm{Ai}(a_1+s)=d\,\mathrm{Ai}'(a_1+s)$. To first order it reads $s\,\mathrm{Ai}'(a_1)=d\,\mathrm{Ai}'(a_1)$, so $s=d$ and

$$E\simeq E_0-eF\delta .$$

The electron sees a wall moved back by $\delta$. The predicted drop is $1.41\times10^{-21}$ J, and the grid calculation gives $1.39\times10^{-21}$ J, smaller by 1.2%. Most of this difference is the next term of the expansion. Since $\mathrm{Ai}''(a_1)=0$ and $\mathrm{Ai}'''(a_1)=a_1\mathrm{Ai}'(a_1)$,

$$s+\frac{a_1s^3}{6}=d\left(1+\frac{a_1s^2}{2}\right)\quad\Rightarrow\quad s\simeq d-\frac{|a_1|d^3}{3},$$

a relative reduction of $|a_1|d^2/3$, or 1.1%. The level with this barrier is $2.66\times10^{-20}$ J, or 0.166 eV, about 5% below the hard-wall value. The size of the drop depends on the matching rule: if $\psi'$ itself is taken continuous, then $\delta=1/\kappa$ and the level is 0.159 eV.

### A field that weakens with depth

Charge in the silicon, including that of the channel electrons, screens the field. If $F$ is the value at the interface and the field falls with depth, the potential energy lies below $eFz$ everywhere. The hard-wall ground state, used as a trial function, then has a mean energy below $E_0$, and the true level is no higher than that mean. Within the hard-wall model, $E_0$ is thus an upper bound.

For a field $F(1-z/D)$ the potential energy is $eF(z-z^2/2D)$ up to $z=D$. With $D=2.0\times10^{-8}$ m, the part of $\psi^2$ beyond $D$ is negligible. The first-order shift is

$$-\frac{eF\langle z^2\rangle}{2D}=-\frac{4E_0^2}{15\,eFD}=-6.5\times10^{-22}\ \text{J}.$$

The grid gives a level of $2.730\times10^{-20}$ J, or 0.170 eV, which is $6.7\times10^{-22}$ J below $E_0$. The shift grows as $1/D$. The value of $D$ used here describes a heavily doped channel with almost no electrons in it: with a permittivity $\epsilon$ of 11.7 times that of vacuum, the acceptor density is $\epsilon F/(eD)\simeq3.2\times10^{24}$ m$^{-3}$. When the channel electrons themselves supply most of the field, it falls off over a distance comparable with $\langle z\rangle$. The well is then no longer triangular, the level drops further than computed here, and the potential must be found together with the charge that produces it.

### A thin channel

A second hard wall at $z=W$ restricts the allowed functions and so can only raise the level. For $W\ll l$ the field is a small perturbation on a box, and $E\simeq\pi^2\hbar^2/(2mW^2)+eFW/2$, the second term being the mean potential of a density symmetric about the middle. The ratio of the second term to the first is $(W/l)^3/(2\pi^2)$. At the present field this ratio is 0.12 for $W=1.0$ nm, so the thickness already sets most of the level there, and the triangular formula does not apply. Much thinner channels approach the size of the silicon unit cell, 0.54 nm, where the effective-mass equation itself is no longer reliable.

The finite barrier and the weakening field both lower the level. Taken one at a time, with the values chosen here, they bring it to 0.166 eV and 0.170 eV. The field inside the insulator, image forces, band non-parabolicity and interface roughness are left out, and they are not all small. For an insulator of relative permittivity 3.9, the classical image potential of a single electron would raise the hard-wall level by about 0.017 eV, more than either computed correction and in the opposite direction. An isotropic non-parabolicity of 0.5 eV$^{-1}$ would lower it by about 0.003 eV. The choice of mass matters far more than either computed correction: in the hard-wall well the wrong one raises the answer by 69%. With $\psi'/m$ continuous, the barrier used above reduces this contrast to 54%, because $\delta$ varies as $1/m$ and the lighter-mass level is lowered more; with $\psi'$ continuous it would instead rise to 75%.

## Numbers as computed

```
hbar = 1.054572e-34 J s
elementary charge = 1.602177e-19 C
electron mass = 9.109384e-31 kg
mass ratio normal to interface = 0.916
mass normal to interface = 8.34420e-31 kg
field in silicon = 1.000e+08 V/m
force e F = 1.60218e-11 N
hbar^2 (eF)^2/(2m) = 1.71064e-60 J^3
energy scale = 1.19597e-20 J
length scale = 7.46464e-10 m
slope ratio r = 0.729011
f terms k=0..5 at -2.34: 1.000000 -2.135484 0.912058 -0.162307 0.015755 -0.000961
g terms k=0..5 at -2.34: -2.340000 2.498516 -0.762220 0.108514 -0.008913 0.000476
x = -2.34: f = -0.370900, g = -0.503644, f - r g = -0.003738
x = -2.33: f = -0.361372, g = -0.517666, f - r g = 0.016012
minimum spacing of zeros pi/sqrt(2.33) = 2.0581
first Airy zero a1 = -2.338107
ground energy, formula = 2.79630e-20 J
ground energy, formula = 0.17453 eV
ground energy, grid = 2.79630e-20 J
mean distance, formula = 1.16354e-09 m
mean distance, grid = 1.16354e-09 m
barrier height = 5.000e-19 J
barrier mass ratio = 0.50
barrier decay constant = 6.2181e+09 1/m
effective wall shift = 8.7785e-11 m
energy drop, leading order = 1.4065e-21 J
energy drop, grid = 1.3899e-21 J
ground energy with barrier, grid = 2.6573e-20 J
ground energy with barrier, grid = 0.1659 eV
depth where weakening field vanishes = 2.00e-08 m
ground energy, weakening field = 2.7296e-20 J
ground energy, weakening field = 0.1704 eV
lighter mass ratio = 0.19
lighter-mass ground energy = 4.7239e-20 J
lighter-mass ground energy = 0.2948 eV
ratio of the two valley levels = 1.6893
```
